# The Coupled-Cluster Lagrangian from the Bivariational Principle

## The symmetry that fixes the form

Take a Hamiltonian $H$, a ket $|\Psi\rangle$ and a bra $\langle\tilde\Psi|$ that need not be the adjoint of the ket. The quotient

$$\mathcal E[\tilde\Psi,\Psi]=\frac{\langle\tilde\Psi|H|\Psi\rangle}{\langle\tilde\Psi|\Psi\rangle}$$

has the dimension of energy and does not change when bra and ket are multiplied by separate nonzero numbers. The two scales can therefore be fixed freely. We choose $\langle\Phi|\Psi\rangle=1$ for a reference determinant $\Phi$, and $\langle\tilde\Psi|\Psi\rangle=1$.

There is a second symmetry. For any invertible $S$, the replacements $|\Psi\rangle\to S^{-1}|\Psi\rangle$, $\langle\tilde\Psi|\to\langle\tilde\Psi|S$, $H\to S^{-1}HS$ leave numerator and denominator unchanged. If $|\Psi\rangle=e^T|\Phi\rangle$, the choice $S=e^T$ turns the ket into $|\Phi\rangle$. The transformed bra must then have overlap 1 with $|\Phi\rangle$, while its other components are free. It is $\langle\Phi|$ plus an arbitrary combination of excited bras, which we shall write as $\langle\Phi|(1+\Lambda)$. Undoing the transformation gives $\langle\Phi|(1+\Lambda)e^{-T}$. The results below make this precise and say what happens when $T$ and $\Lambda$ are truncated.

## Assumptions and conventions

The $N$-electron space is finite-dimensional, spanned by orthonormal determinants $|\Phi\rangle$ and $|\Phi_\mu\rangle=\tau_\mu|\Phi\rangle$. Each $\tau_\mu$ is a product of factors $a_a^\dagger a_i$, with $i$ occupied and $a$ empty in $\Phi$; the number of factors is the rank of $\mu$. A symmetry sector may replace the full space if $H$ and the $\tau_\mu$ preserve it.

The operators $a_a^\dagger$ and $a_i$ all anticommute with one another, because no index is both occupied and empty. Hence:

- the $\tau_\mu$ commute;
- a product $\tau_\mu\tau_\nu$ is zero or, up to sign, another $\tau$, whose rank is the sum of the two ranks;
- a product of total rank above $N$ vanishes;
- $\langle\Phi|\tau_\mu=0$, since $\tau_\mu$ cannot produce $\Phi$.

Taking the adjoint of $\tau_\mu|\Phi\rangle=|\Phi_\mu\rangle$ gives $\langle\Phi|\tau_\mu^\dagger=\langle\Phi_\mu|$. We write

$$T=\sum_\mu t_\mu\tau_\mu,\qquad \Lambda=\sum_\mu\lambda_\mu\tau_\mu^\dagger,\qquad \bar H=e^{-T}He^{T},$$

with dimensionless $t_\mu$ and $\lambda_\mu$.

In SI units, $H$ contains $-\hbar^2\nabla^2/2m_e$ for each electron and $\pm e^2Z/4\pi\varepsilon_0r$ for each Coulomb pair, with $Z$ the product of the absolute charge numbers. These constants enter the matrix elements of $H$ and nowhere else. The numerical example uses the hartree, $E_h=\hbar^2/m_ea_0^2$, and $ea_0$ for dipoles.

## Lemma 1: the bivariational principle

*Where $\langle\tilde\Psi|\Psi\rangle\ne0$, the quotient is stationary under independent variations of bra and ket if and only if $H|\Psi\rangle=\mathcal E|\Psi\rangle$ and $\langle\tilde\Psi|H=\mathcal E\langle\tilde\Psi|$.*

**Proof.** Write the definition as $\mathcal E\langle\tilde\Psi|\Psi\rangle=\langle\tilde\Psi|H|\Psi\rangle$ and vary both sides to first order:

$$\delta\mathcal E\,\langle\tilde\Psi|\Psi\rangle+\mathcal E\langle\delta\tilde\Psi|\Psi\rangle+\mathcal E\langle\tilde\Psi|\delta\Psi\rangle=\langle\delta\tilde\Psi|H|\Psi\rangle+\langle\tilde\Psi|H|\delta\Psi\rangle .$$

Therefore

$$\delta\mathcal E=\frac{\langle\delta\tilde\Psi|(H-\mathcal E)|\Psi\rangle+\langle\tilde\Psi|(H-\mathcal E)|\delta\Psi\rangle}{\langle\tilde\Psi|\Psi\rangle}.$$

The variations are independent and arbitrary, so $\delta\mathcal E=0$ requires both eigenvalue equations, and these suffice. ∎

## Lemma 2: the ket

*Every ket with $\langle\Phi|\Psi\rangle=1$ equals $e^T|\Phi\rangle$ for one and only one $T$.*

**Proof.** Expand $|\Psi\rangle=|\Phi\rangle+\sum_\mu c_\mu|\Phi_\mu\rangle=(1+C)|\Phi\rangle$ with $C=\sum_\mu c_\mu\tau_\mu$. Each factor of $C$ raises the rank by at least one, so $C^{N+1}=0$ and

$$T=\ln(1+C)=C-\tfrac12C^2+\tfrac13C^3-\cdots$$

ends after at most $N$ terms. Products of $\tau$'s are again $\tau$'s or zero, so $T$ has the required form, and $e^{\ln(1+C)}=1+C$ holds as an identity of power series. The coefficients $c_\mu=\langle\Phi_\mu|\Psi\rangle$ are fixed by the ket. If $e^{T'}|\Phi\rangle=|\Psi\rangle$ for some $T'$, then $e^{T'}-1$ is again a combination of $\tau$'s, and its coefficients are these $c_\mu$, so $e^{T'}=1+C$. The power-series identity $\ln e^{T'}=T'$ then gives $T'=\ln(1+C)=T$. ∎

A ket orthogonal to $\Phi$ is excluded: $\langle\Phi|e^T|\Phi\rangle=1$ for every $T$.

## Theorem 1: the bra

*Let $|\Psi\rangle=e^T|\Phi\rangle$, where $T$ may be complete or truncated.*

*(a) Every bra with $\langle\tilde\Psi|\Psi\rangle=1$ has one and only one representation*

$$\langle\tilde\Psi|=\langle\Phi|(1+\Lambda)e^{-T},\qquad \lambda_\mu=\langle\tilde\Psi|e^T|\Phi_\mu\rangle,$$

*provided $\Lambda$ contains all excitations. Conversely, every such expression is normalized against the ket.*

*(b) If $\Lambda$ contains all excitations of rank 1 to $n$ and no others, the representable bras are the normalized bras without components above rank $n$.*

**Proof of (a).** Define $\langle\omega|=\langle\tilde\Psi|e^T$. Its reference component is

$$\langle\omega|\Phi\rangle=\langle\tilde\Psi|e^T|\Phi\rangle=\langle\tilde\Psi|\Psi\rangle=1 .$$

Inserting the complete basis on the right,

$$\langle\omega|=\langle\Phi|+\sum_\mu\langle\omega|\Phi_\mu\rangle\langle\Phi_\mu|
=\langle\Phi|\Big(1+\sum_\mu\lambda_\mu\tau_\mu^\dagger\Big).$$

Multiplication by $e^{-T}$ from the right gives the representation. If two choices of $\Lambda$ gave the same bra, multiplication by $e^T$ would give equal $\langle\Phi|(1+\Lambda)$, hence equal coefficients of the independent $\langle\Phi_\mu|$. Conversely,

$$\langle\Phi|(1+\Lambda)e^{-T}e^T|\Phi\rangle=1+\sum_\mu\lambda_\mu\langle\Phi_\mu|\Phi\rangle=1 .$$

**Proof of (b).** The element $\langle\Phi_\nu|T|\Phi_\kappa\rangle$ vanishes unless $\kappa$ has lower rank than $\nu$, because $T$ raises the rank of a ket. Acting to the left, $T$ therefore lowers the rank, and $e^{\pm T}$ never raises it. A bra confined to ranks $0,\dots,n$ gives an $\langle\omega|$ confined to the same ranks, so $\lambda_\mu=0$ above $n$. The same argument with $e^{-T}$ gives the converse. ∎

The bra may be orthogonal to $\Phi$. If $c_D=\langle\Phi_D|\Psi\rangle\neq0$, then $\langle\Phi_D|/c_D$ is normalized against the ket. Its coefficient for $D$ itself is $\lambda_D=\langle\Phi_D|e^T|\Phi_D\rangle/c_D=1/c_D$, because every power of $T$ changes the rank.

## Theorem 2: the Lagrangian and its equations

*On the states of Theorem 1 the quotient becomes*

$$L(t,\lambda)=\langle\Phi|(1+\Lambda)\bar H|\Phi\rangle=\langle\Phi|\bar H|\Phi\rangle+\sum_\mu\lambda_\mu\Omega_\mu,\qquad \Omega_\mu=\langle\Phi_\mu|\bar H|\Phi\rangle,$$

*and its stationarity conditions are*

$$\Omega_\mu=0,\qquad \eta_\nu+\sum_\mu\lambda_\mu A_{\mu\nu}=0,$$

$$\eta_\nu=\langle\Phi|[\bar H,\tau_\nu]|\Phi\rangle,\qquad A_{\mu\nu}=\langle\Phi_\mu|[\bar H,\tau_\nu]|\Phi\rangle .$$

**Proof.** The denominator is 1 and the numerator is $\langle\Phi|(1+\Lambda)e^{-T}He^T|\Phi\rangle$; using $\langle\Phi|\tau_\mu^\dagger=\langle\Phi_\mu|$ gives $L$. It is linear in $\lambda$, so $\partial L/\partial\lambda_\mu=\Omega_\mu$. Since $\tau_\nu$ commutes with $T$, $\partial e^{\pm T}/\partial t_\nu=\pm\tau_\nu e^{\pm T}$, and

$$\frac{\partial\bar H}{\partial t_\nu}=-\tau_\nu e^{-T}He^T+e^{-T}He^T\tau_\nu=[\bar H,\tau_\nu].$$

Inserting this in $\partial L/\partial t_\nu=0$ and separating the 1 from $\Lambda$ gives the second equation. ∎

The parameters of the bra are thus the Lagrange multipliers of the amplitude equations $\Omega_\mu=0$. No constraint was added by hand. At the solution $L=E_{CC}=\langle\Phi|\bar H|\Phi\rangle$. When $T$ and $\Lambda$ run over the same set of excitations, as is assumed whenever these equations are solved below, there are as many conditions $\Omega_\mu=0$ as amplitudes and $A$ is square. The $\lambda$ equations are linear and then have a unique solution when $A$ is nonsingular.

**Corollary.** *Let $T$ and $\Lambda$ both contain all ranks 1 to $n$, and let $P$ project onto ranks 0 to $n$. At stationarity*

$$P(H-E_{CC})|\Psi\rangle=0,\qquad \langle\Phi|(1+\Lambda)\bar HP=E_{CC}\langle\Phi|(1+\Lambda).$$

**Proof.** The conditions $\Omega_\mu=0$ say that $\bar H|\Phi\rangle=E_{CC}|\Phi\rangle+|R\rangle$, with $|R\rangle$ of rank above $n$. By the lowering property, $Pe^T=Pe^TP$. Hence

$$P(H-E_{CC})|\Psi\rangle=Pe^T(\bar H-E_{CC})|\Phi\rangle=Pe^TP|R\rangle=0 .$$

For the bra, write out the commutator in $\partial L/\partial t_\nu=0$:

$$0=\langle\Phi|(1+\Lambda)\bar H|\Phi_\nu\rangle-\langle\Phi|(1+\Lambda)\tau_\nu\big(E_{CC}|\Phi\rangle+|R\rangle\big).$$

The vector $\tau_\nu|R\rangle$ also has rank above $n$ and no overlap with $\langle\Phi|(1+\Lambda)$. The remaining term is $E_{CC}\langle\Phi|(1+\Lambda)|\Phi_\nu\rangle=E_{CC}\lambda_\nu$. So $\langle\Phi|(1+\Lambda)\bar H|\Phi_\nu\rangle=E_{CC}\lambda_\nu$. The component on $|\Phi\rangle$ is $L=E_{CC}$. ∎

When $n$ is the highest rank, $P=1$ and both equations become full eigenvalue equations. For Hermitian $H$ and a nondegenerate level, the bra is then $\langle\Psi|/\langle\Psi|\Psi\rangle$. With truncation the two projected problems differ in general, and the bra need not be proportional to the adjoint of the ket.

## A case solved by hand

Let there be one excitation with $\tau^2=0$, $\langle\Phi|H|\Phi\rangle=0$, excited energy $\Delta$ and real coupling $v\ne0$. Then $H(1,t)^{\mathsf T}=(vt,\,v+\Delta t)^{\mathsf T}$. The factor $e^{-T}$ subtracts $t$ times the first component from the second, so

$$L=vt+\lambda(v+\Delta t-vt^2).$$

The conditions are $v+\Delta t-vt^2=0$ and $v+\lambda(\Delta-2vt)=0$. From the first, $\Delta=-v(1-t^2)/t$, hence $\Delta-2vt=-v(1+t^2)/t$ and $\lambda=t/(1+t^2)$. The bra is $(1-\lambda t,\lambda)=(1,t)/(1+t^2)$, the normalized adjoint of the ket, as it must be without truncation. The two roots $t$ give the two eigenstates.

The matrix of second derivatives in $(t,\lambda)$ has determinant $-(\Delta-2vt)^2<0$, so both solutions are saddle points. The same holds for real parameters in general: the $\lambda\lambda$ block of second derivatives is zero and the mixed block is $A$, so for $A\neq0$ the matrix has eigenvalues of both signs.

## Proposition: the energy error

*Let $H|\Psi_0\rangle=E_0|\Psi_0\rangle$ and $\langle\tilde\Psi_0|H=E_0\langle\tilde\Psi_0|$. For any pair with $\langle\tilde\Psi|\Psi\rangle=1$,*

$$\langle\tilde\Psi|H|\Psi\rangle-E_0=\langle\tilde\Psi-\tilde\Psi_0|(H-E_0)|\Psi-\Psi_0\rangle .$$

**Proof.** Expand the right side into four terms. The three containing $\Psi_0$ or $\tilde\Psi_0$ vanish by the eigenvalue equations. The fourth is $\langle\tilde\Psi|H|\Psi\rangle-E_0\langle\tilde\Psi|\Psi\rangle$, which is the left side. ∎

The error is a product of a bra error and a ket error. If the bra is exact, the energy is exact for every ket against which it can be normalized.

The projected energy $\langle\Phi|\bar H|\Phi\rangle$ is the case $\Lambda=0$, where the bra is $\langle\Phi|e^{-T}=\langle\Phi|$. This bra has a finite error, so an error $\delta t$ in the amplitudes enters linearly, as $\sum_\nu\eta_\nu\delta t_\nu$.

The product has no definite sign. Away from the amplitude equations $L$ is even unbounded below: with $t$ fixed and $\lambda_\mu=-\kappa\Omega_\mu^*$,

$$L=\langle\Phi|\bar H|\Phi\rangle-\kappa\sum_\mu|\Omega_\mu|^2,$$

whose real part falls without limit as $\kappa$ grows. Minimizing $L$ is therefore not a way to solve the equations.

## Densities

Let $H$ depend on a parameter $x$, with orbitals, and hence $\Phi$ and $\tau_\mu$, held fixed. If $A$ is nonsingular, the solution varies smoothly and $E_{CC}(x)=L(t(x),\lambda(x);x)$. By the chain rule,

$$\frac{dE_{CC}}{dx}=\frac{\partial L}{\partial x}+\sum_\nu\frac{\partial L}{\partial t_\nu}\frac{dt_\nu}{dx}+\sum_\mu\frac{\partial L}{\partial\lambda_\mu}\frac{d\lambda_\mu}{dx}
=\langle\tilde\Psi|\frac{\partial H}{\partial x}|\Psi\rangle ,$$

because the last two sums vanish. For a one-electron perturbation $\sum_{pq}d_{pq}a_p^\dagger a_q$ this is $\sum_{pq}d_{pq}\gamma_{pq}$, with

$$\gamma_{pq}=\langle\tilde\Psi|a_p^\dagger a_q|\Psi\rangle,\qquad \sum_p\gamma_{pp}=N\langle\tilde\Psi|\Psi\rangle=N .$$

The normalization of the bra is what makes the density count the electrons correctly. For an approximate pair $\gamma$ need not be Hermitian. With real orbitals and amplitudes, a real symmetric $d$ selects its symmetric part.

Differentiating $\langle\Phi|\bar H|\Phi\rangle$ directly gives instead

$$\frac{dE_{CC}}{dx}=\langle\Phi|e^{-T}\frac{\partial H}{\partial x}e^T|\Phi\rangle+\sum_\nu\eta_\nu\frac{dt_\nu}{dx}.$$

The $\lambda$ terms replace the last sum, so the response of the amplitudes to each perturbation is not needed. If the orbitals follow $x$ through the Hartree–Fock equations and the energy depends on them, as it does in general when $T$ is truncated, avoiding the orbital response requires further multipliers for those equations.

## Water in a small basis

Take water with O–H length 0.96 Å and angle 104.5°, in the STO-3G basis with the oxygen 1s orbital frozen. Four electrons of each spin occupy six orbitals, giving $\binom64^2=225$ determinants: the reference and $16+76+96+36=224$ excitations of ranks 1 to 4. Diagonalization in this space is exact for the model; it omits core correlation, relativity, nuclear motion and everything outside the minimal basis.

Theorem 1 was tested with a random ket and a random normalized bra. The 224 coefficients were found by a linear fit of full rank, and the bra was rebuilt to $7.5\times10^{-15}$.

**Energies.** CCSD keeps ranks 1 and 2, hence 92 amplitudes and 92 multipliers. The energies are

| Level | Energy / $E_h$ |
|---|---|
| Hartree–Fock | $-74.963319$ |
| CCSD | $-75.012959$ |
| Full diagonalization | $-75.013077$ |

The CCSD value is $-3.27037\times10^{-16}$ J. The correlation energies are $-0.049640\,E_h$ for CCSD and $-0.049758\,E_h$ for full diagonalization, so CCSD recovers 99.8% and lies $1.18\times10^{-4}E_h$ too high. These figures belong to the minimal basis: with the same geometry and frozen core, the CCSD correlation energy is $-0.135\,E_h$ in 6-31G, $-0.211\,E_h$ in cc-pVDZ and $-0.227\,E_h$ in aug-cc-pVDZ.

**Bra and ket.** One minus the cosine of the angle between them is $8.77\times10^{-5}$, an angle of about $\sqrt{2\times8.77\times10^{-5}}=0.013$ rad. They are close to adjoint, but not adjoint. The residual $(H-E_{CC})|\Psi\rangle$ vanishes in ranks 0 to 2, as the corollary requires, and has norm $0.0171\,E_h$ in the triples and quadruples.

**The missing part of $\Lambda$.** Normalizing the exact bra against the CCSD ket gives the energy $-75.013077\,E_h$, the exact model value, although the ket is approximate. The norms of $\lambda$ by rank are then 0.0168, 0.1617, 0.0057 and 0.0132. The CCSD multipliers have norms 0.0169 and 0.1612 and no higher ranks, so the triples and quadruples show concretely what truncation removes from "every bra".

**A bra orthogonal to the reference.** The largest double in the CCSD ket has coefficient $-0.078366$. The bra made from this determinant alone has $\lambda_D=1/(-0.078366)=-12.7606$. A large multiplier is needed, but the representation holds.

**Order of the error.** Starting from the exact pair, $t$ and $\lambda$ were both displaced by the same vector along $\eta$, with length 0.02 and then 0.01. The Lagrangian error fell from $8.73\times10^{-4}$ to $2.18\times10^{-4}E_h$, a ratio of 3.997. The projected energy error fell from $6.28\times10^{-3}$ to $3.14\times10^{-3}E_h$, a ratio of 2.000. Its slope, $0.00314/0.01=0.314\,E_h$, is the norm of $\eta$ to leading order, since the displacement is parallel to $\eta$.

**No lower bound.** At $t=0$ and $\kappa=10/E_h$ the Lagrangian is $-75.948911\,E_h$, far below the exact energy. It lies $0.985592\,E_h$ below Hartree–Fock, so $\sum_\mu|\Omega_\mu|^2=0.0985592\,E_h^2$. The exact energy is already undercut once $\kappa$ exceeds $0.049758/0.098559=0.505$ per hartree.

**Dipole.** For a field $F$ along the molecular axis, $H(F)=H-F\hat\mu$ and $\mu=-dE/dF$. The CCSD pair gives $\langle\tilde\Psi|\hat\mu|\Psi\rangle=0.63341\,ea_0=5.3703\times10^{-30}$ C m. Finite differences of the CCSD energy at fixed orbitals give the same value to the seven decimals printed. Leaving out $\Lambda$ gives $0.66055\,ea_0$, which is 4.3% above the CCSD derivative. The difference, $0.63341-0.66055=-0.02714\,ea_0$, is the amplitude response $-\sum_\nu\eta_\nu\,dt_\nu/dF$. Full diagonalization gives $0.63429\,ea_0$, so at fixed orbitals the CCSD dipole is 0.14% below the exact value of the model. If the orbitals are allowed to follow the field, both methods give $0.6343\,ea_0$ and agree to about 0.01%. These are values of the minimal-basis model, not converged properties of water: the fixed-orbital CCSD dipole is $0.992\,ea_0$ in 6-31G, $0.765\,ea_0$ in cc-pVDZ and $0.729\,ea_0$ in aug-cc-pVDZ, and leaving out $\Lambda$ raises it by 2.4%, 3.4% and 4.0% in these bases.

The figures for the STO-3G model at fixed orbitals are in the numerical output below.

## Computed results

```
O-H length: 0.96 angstrom; H-O-H angle: 104.5 degrees
determinants: 225; excitations: 224; singles+doubles: 92
singles, doubles, triples, quadruples: 16 76 96 36
random bra, largest rebuilding error: 7.5e-15
Hartree-Fock energy: -74.96331905 Eh
CCSD energy (Lagrangian): -75.01295897 Eh = -3.270374e-16 J
CCSD energy, independent code: -75.01295897 Eh
full diagonalization energy: -75.01307689 Eh
CCSD minus full diagonalization: 1.179e-04 Eh
CCSD norm of t: singles 0.019518, doubles 0.163628
CCSD norm of lambda: singles 0.016909, doubles 0.161245
CCSD <bra|ket>: 1.0000000000
CCSD 1 - cosine of angle between bra and ket: 8.773e-05
CCSD (H-E)ket, norm in triples+quadruples: 1.709e-02 Eh
exact bra with CCSD ket, norm of lambda by rank 1-4:
   0.016790 0.161656 0.005656 0.013174
exact bra with CCSD ket, energy: -75.01307689 Eh
largest double in CCSD ket, coefficient: -0.078366
bra orthogonal to reference, its lambda: -12.760574
parameter error 0.02: Lagrangian error 8.7309e-04 Eh, projected 6.2792e-03 Eh
parameter error 0.01: Lagrangian error 2.1844e-04 Eh, projected 3.1396e-03 Eh
error ratios: Lagrangian 3.997, projected 2.000
t = 0, lambda = -kappa*Omega, kappa = 10 / Eh: L = -75.948911 Eh
field step: 0.002 Eh/(e a0)
CCSD dipole, bra-ket: 0.6334114 e a0 = 5.37029e-30 C m
CCSD dipole, finite field, fixed orbitals: 0.6334114 e a0
CCSD dipole, independent code: 0.6334114 e a0
dipole with Lambda left out: 0.6605513 e a0
dipole, full diagonalization: 0.6342871 e a0
```
